# Does the density-based basis-set correction remove the Hartree-Fock basis error?

**The argument under review.** The manuscript adds a density-based correction to a full-CI (FCI) energy in a small orbital basis $B$ and argues:

> "The correction functional is the difference between the universal functional in a complete basis and that in $B$. Adding it to the FCI energy therefore gives the complete-basis energy. The Hartree-Fock part of the basis error is included, and CABS singles would count it twice."

The first sentence is a correct definition. The second does not follow from it, and the third needs a separate examination. I use atomic units in the algebra, with $w=1/r_{12}$ and external potential $v$.

**What the definition gives**

Let $F[n]$ be the minimum of $\langle T+W_{ee}\rangle$ over all wave functions with density $n$, and $F_B[n]$ the same minimum over wave functions built in $B$. The exact correction is $\bar E_B[n]=F[n]-F_B[n]$.

Let $E_B$ and $n_B$ be the FCI energy and density. Every wave function in $B$ with density $n_B$ has energy at least $E_B$, and the FCI state attains it. Hence $F_B[n_B]+\int v n_B=E_B$, and

$$E_B+\bar E_B[n_B]=F[n_B]+\int v\,n_B=E_0+R_B,\qquad R_B\ge 0 .$$

The inequality is the variational principle: the middle expression is the lowest energy of any state with density $n_B$. It equals $E_0$ only if $n_B$ is a ground-state density of $v$. The exact correction repairs the wave function at fixed density; the cost $R_B$ of a wrong density remains.

**Is the Hartree-Fock error part of that cost?**

Take one electron with a real orbital $\varphi$ in $B$. Since $|\varphi|=\sqrt n$,

$$T=\tfrac12\int|\nabla\sqrt n|^2=\int\frac{|\nabla n|^2}{8n}.$$

A phase, $\sqrt n\,e^{i\theta}$, would add $\frac12\int n|\nabla\theta|^2\ge0$. No orbital outside $B$ does better at this density, so $\bar E_B[n_B]=0$ and the whole basis error survives.

For two electrons in a closed-shell determinant, $n=2\varphi^2$. The kinetic energy is again $\int|\nabla n|^2/(8n)$, and the repulsion is $\frac14\iint n(1)n(2)/r_{12}$. The closed-shell Hartree-Fock (HF) energy is thus fixed by the density. HF means this restricted form throughout; at a very diffuse density a determinant with different orbitals for the two spins can lie lower. The HF part of the exact correction vanishes at any density whose orbital $\sqrt{n/2}$ lies in $B$. With more electrons, a determinant outside $B$ may share the density and lie lower, so that part need not vanish.

Call the HF functional $F_{HF}[n]$ and set $E_c[n]=F[n]-F_{HF}[n]$. If $B$ holds one function, FCI and HF coincide, and $E_B=F_{HF}[n_B]+\int v n_B$. With $E_{HF}^\infty$ the HF limit and $\Delta E_{HF}=E_B-E_{HF}^\infty$,

$$R_B=E_B+E_c[n_B]-E_0=\Delta E_{HF}+E_c[n_B]-(E_0-E_{HF}^\infty).$$

Apart from the difference between $E_c[n_B]$ and the conventional correlation energy $E_0-E_{HF}^\infty$, the remainder is the HF error.

**What the practical functional sees**

The usual approximation measures how well $B$ resolves the electron-electron coalescence. With $P_B$ the projector on the pair space of $B$, a two-electron state $\Psi$ defines

$$W_B(\mathbf r_1,\mathbf r_2)=\frac{[P_B w\Psi](\mathbf r_1,\mathbf r_2)}{\Psi(\mathbf r_1,\mathbf r_2)} .$$

Because $P_B\Psi=\Psi$, this interaction has the same expectation value as $w$. Unlike $w$, it is finite at $r_{12}=0$ wherever $\Psi\ne0$. It is matched at $r_{12}=0$ to $\mathrm{erf}(\mu r_{12})/r_{12}\to2\mu/\sqrt\pi$, which gives $\mu_B(\mathbf r)=\frac{\sqrt\pi}{2}W_B(\mathbf r,\mathbf r)$.

For $\Psi=\varphi(1)\varphi(2)$ the numerator at coalescence is twice the Coulomb self-energy of the charge $\varphi(\mathbf r')\sum_p\varphi_p(\mathbf r)\varphi_p(\mathbf r')$. If $\varphi$ is an s orbital, charges of different $l$ do not interact, so the numerator is a sum of non-negative terms, one per $l$, each vanishing as $r^{2l}$ at the centre. Added p, d and f functions raise $\mu_B$ away from the centre. They do not change a spherical HF solution, whose Fock operator couples equal $l$ only.

The energy assigned to a given $\mu$ is fixed at large $\mu$. Let $\Psi^\mu$ minimize $T$ plus the long-range repulsion at density $n$, with minimum $F^\mu$ and pair density $n_2^\mu$ (normalized to $N(N-1)$). The missing energy is $F-\langle\Psi^\mu|T+W_{ee}|\Psi^\mu\rangle$. Using $dF^\mu/d\mu=\frac12\iint n_2^\mu\,\frac{2}{\sqrt\pi}e^{-\mu^2r_{12}^2}$, it is

$$\int_\mu^\infty\! d\mu'\,\tfrac12\!\iint n_2^{\mu'}\tfrac{2}{\sqrt\pi}e^{-\mu'^2r_{12}^2}-\tfrac12\!\iint n_2^\mu\,\frac{\mathrm{erfc}(\mu r_{12})}{r_{12}} .$$

Near coalescence $\Psi^\mu\propto1+\delta$, and the leading relative equation is $\nabla^2\delta=\mathrm{erf}(\mu r)/r$. Put $\delta=D(y)/\mu$ with $y=\mu r$. Then $(yD)''=\mathrm{erf}\,y$, and two integrations give

$$D=\frac y2\,\mathrm{erf}\,y+\frac{\mathrm{erf}\,y}{4y}+\frac{e^{-y^2}}{2\sqrt\pi},$$

regular at $0$ and tending to $y/2$, the Coulomb cusp. Insert $n_2^\mu\simeq n_2(\mathbf r,\mathbf r)(1+2D/\mu)$. The terms without $D$ are $\pm\pi n_2/(2\mu^2)$ and cancel. The rest is $\frac{n_2}{\mu^3}\left(\frac{8\sqrt\pi}{3}A-4\pi C\right)$, where integration by parts, term by term in $D$, gives

$$A=\int_0^\infty y^2e^{-y^2}D\,dy=\frac{5+2+1}{16\sqrt2}=\frac1{2\sqrt2},$$

$$C=\int_0^\infty y\,\mathrm{erfc}(y)D\,dy=\frac{1}{\sqrt\pi}\left[\frac16\left(\frac{5}{2\sqrt2}-1\right)+\frac{\sqrt2-1}{4}+\frac14\left(1-\frac1{\sqrt2}\right)\right]=\frac{2\sqrt2-1}{6\sqrt\pi}.$$

The energy density therefore tends to

$$\frac{2\sqrt\pi}{3}\left(\sqrt2-2\sqrt2+1\right)\frac{n_2}{\mu^3}=\frac{2\sqrt\pi(1-\sqrt2)}{3}\,\frac{n_2(\mathbf r,\mathbf r)}{\mu^3}.$$

The PBE-based form interpolates between this limit and the full PBE correlation energy density $e_c$ at $\mu=0$:

$$e=\frac{e_c}{1+\beta\mu^3},\qquad \beta=\frac{3e_c}{2\sqrt\pi(1-\sqrt2)\,n_2^{UEG}},$$

with the on-top pair density taken from the uniform electron gas. Both $e_c$ and $1-\sqrt2$ are negative, so $\beta>0$. The ingredients are $n$, $\nabla n$ and $\mu_B$. None of them compares $n$ with the density HF would have in a complete basis.

**A case that separates the two errors**

Consider two electrons in the trap $\frac12\omega^2r^2$ with $\omega=\frac12$, so $\hbar\omega=13.61$ eV. The state $(1+r_{12}/2)e^{-(r_1^2+r_2^2)/4}$ is exact, with energy 54.423 eV (2 hartree). The HF limit is 55.469 eV, so the correlation energy is $-1.046$ eV.

One series of bases keeps a single s Gaussian, the non-interacting orbital with exponent $a=\omega/2$, and adds angular functions. A second has seven s functions. Here $\Delta E_c$ is the total FCI error minus $\Delta E_{HF}$, and the PBE-based correction uses the HF density. All entries are in eV.

| Basis | $\Delta E_{HF}$ | $\Delta E_c$ | PBE-based | $R_B$ |
|---|---:|---:|---:|---:|
| 1s | 0.701 | 1.046 | −0.762 | 0.697 |
| 1s5p | 0.701 | 0.119 | −0.139 | 0.634 |
| 1s5p4d3f | 0.701 | 0.054 | −0.044 | 0.639 |
| 7s | 0.000 | 0.935 | −0.376 | 0.005 |
| 7s5p4d | 0.000 | 0.021 | −0.031 | 0.000 |

$R_B$ is a numerical estimate: $E[v+u]-\int u\,n_B$ is maximized over five shapes of added potential $u$, in a large basis whose own FCI error is 0.010 eV. Restricting the potentials can only lower the estimate within that basis. The error of the large basis need not cancel completely, so the third decimal of $R_B$ is uncertain.

Down the first three rows the correction shrinks from 0.762 to 0.044 eV in size, while the HF error stays put. The density-weighted $\mu_B$ rises from 0.94 to 3.25 Å$^{-1}$: the functional reports, correctly, that coalescence is better resolved. In 1s5p4d3f the total error is $0.701+0.054=0.755$ eV, and $0.755-0.044=0.711$ eV remains. The manuscript's procedure would report this as a complete-basis energy.

Varying the exponent of a one-function basis shows the same blindness. For this basis $W_B=(\varphi\varphi|\varphi\varphi)=2\sqrt{a/\pi}$, hence $\mu_B=\sqrt a$. At 0.6, 0.8 and 1.2 times $\omega/2$ the HF error is 2.68, 0.10 and 2.85 eV. The correction is $-0.64$, $-0.71$ and $-0.80$ eV; it drifts steadily through the minimum of the HF error.

With one electron and an exponent of 0.8 times $\omega/2$, the basis error is 0.510 eV. The exact correction is zero by the proof above, and its numerical value is 0.0002 eV.

**Would CABS singles count the error twice?**

Let the occupied orbital relax to $(\varphi+\sum_A t_A\chi_A)/\sqrt{1+t^2}$, with $\chi_A$ real, orthonormal and orthogonal to $\varphi$. Expand $E=2h_{\varphi\varphi}+(\varphi\varphi|\varphi\varphi)$ to second order. The linear terms are $4t_A[h_{\varphi A}+(\varphi\varphi|\varphi A)]=4t_Af_A$, with $f_A$ the Fock coupling. The quadratic terms from the numerators are $2t_At_B[h_{AB}+(\varphi\varphi|AB)]+4t_At_B(\varphi A|\varphi B)$, and normalization subtracts $2t^2\varepsilon$, where $\varepsilon=h_{\varphi\varphi}+(\varphi\varphi|\varphi\varphi)$. Thus

$$\Delta E=4f^{T}t+2t^{T}(F-\varepsilon+2K)t,\qquad K_{AB}=(\varphi A|\varphi B).$$

Here $F_{AB}=h_{AB}+J_{AB}$ with $J_{AB}=(\varphi\varphi|AB)$. This is not the closed-shell Fock matrix $h+2J-K$ among the $\chi_A$, although both give the same $f$ and $\varepsilon$. CABS singles use the Fock matrix, and since $F-\varepsilon+2K=(F+J-K)-\varepsilon+(3K-J)$, they drop $3K-J$. The program computes a variant, which it labels CABS singles, that keeps $F$ and drops only $2K$. Minimization gives $t=-(F-\varepsilon)^{-1}f$ and

$$E_S=-2f^{T}(F-\varepsilon)^{-1}f .$$

Within $B$ the coupling $f$ vanishes, because HF is converged there; $E_S$ is driven by functions outside $B$. It estimates orbital relaxation, which the PBE-based functional does not contain.

In the single-s series this variant gives $E_S=-0.834$ eV against an HF error of 0.701 eV, an overshoot of 19% of that error. The matrix $K$ is positive, so at second order dropping it makes $|E_S|$ too large, which agrees with the sign. Keeping $2K$ gives $-0.713$ eV, within about 0.012 eV of the HF error, so higher orders are small here. This number and this sign argument do not carry over to CABS singles proper. With the Fock denominator $h+2J-K-\varepsilon$ the same formula gives $-0.584$ eV, an undershoot of 17% of the HF error. For 1s5p4d3f the final error is $0.711-0.834=-0.123$ eV with the variant and $0.711-0.584=+0.127$ eV with CABS singles; adding the latter to the PBE-based term does not overshoot the exact energy here. Replacing the HF energy by its limit instead leaves $0.711-0.701=0.010$ eV. In this basis the replacement does better than either singles estimate.

The authors' worry about double counting may have some substance for the exact functional. In 1s5p4d3f, the estimate $R_B=0.639$ eV is smaller than $\Delta E_{HF}=0.701$ eV. Since it is a lower bound within the large basis, the exact correction plus the full HF correction would overshoot there by at most about 0.06 eV; how tight the bound is was not tested for this density. Once p functions enter, the FCI density is no longer the HF density, and the split into HF and correlation errors differs from the split into density and fixed-density errors.

**Requested changes**

The claim of a complete-basis energy should be withdrawn. The text should say that the PBE-based term estimates missing short-range correlation, and HF energies in $B$ and in a large basis should be reported separately.

The authors should also note that a basis without angular functions can leave most of the correlation error uncorrected. With 7s the HF error is negligible, yet the correction recovers only 0.376 of 0.935 eV. In this basis $\mu_B$ is 6.56 Å$^{-1}$ at the centre and 1.13 Å$^{-1}$ as a density-weighted average, while angular correlation is entirely missing. The numerical output lists the remaining bases.

## Computed values

```
trap quantum hbar*omega = 13.6057 eV (omega = 0.5 a.u.)
exact energy = 54.4228 eV (2.0 hartree)
local energy of exact state at test point = 54.4228 eV
HF limit, 7s basis = 55.4690 eV
HF limit, radial grid = 55.4687 eV
exact correlation energy = -1.0462 eV
FCI error of large basis = 0.0100 eV
large-mu coefficient: quadrature -0.489450, formula -0.489450
one electron, a = 0.7142 1/angstrom^2 (0.2 a.u.):
  basis error = 0.5102 eV
  exact correction, numerical = 0.0002 eV
narrow-series s exponent = 0.8928 1/angstrom^2 (0.25 a.u.)
errors in eV: HF part, correlation part, total FCI error
  1s          0.7005   1.0462   1.7467
  1s5p        0.7005   0.1188   0.8193
  1s5p4d      0.7005   0.0646   0.7651
  1s5p4d3f    0.7005   0.0542   0.7547
  7s          0.0000   0.9346   0.9346
  7s5p       -0.0000   0.0717   0.0717
  7s5p4d     -0.0000   0.0205   0.0205
corrections in eV: density-based (PBE), exact functional, CABS singles
  1s         -0.7615  -1.0495  -0.8339
  1s5p       -0.1393  -0.1856  -0.8339
  1s5p4d     -0.0582  -0.1272  -0.8339
  1s5p4d3f   -0.0438  -0.1158  -0.8339
  7s         -0.3764  -0.9291  -0.0000
  7s5p       -0.0815  -0.0717  -0.0000
  7s5p4d     -0.0309  -0.0205  -0.0000
error left in eV: after PBE-based, after PBE-based + CABS, exact functional R
  1s          0.9852   0.1513   0.6972
  1s5p        0.6800  -0.1539   0.6338
  1s5p4d      0.7069  -0.1271   0.6379
  1s5p4d3f    0.7109  -0.1230   0.6388
  7s          0.5582   0.5582   0.0054
  7s5p       -0.0098  -0.0098   0.0000
  7s5p4d     -0.0104  -0.0104   0.0000
mu in 1/angstrom: at the trap centre, density-weighted average
  1s          0.9449   0.9449
  1s5p        0.9449   1.9452
  1s5p4d      0.9449   2.7533
  1s5p4d3f    0.9449   3.2507
  7s          6.5616   1.1327
  7s5p        6.5616   2.0652
  7s5p4d      6.5616   2.8355
one-function scan: exponent (a.u.), HF error (eV), PBE-based correction (eV)
  0.15   2.6823  -0.6424
  0.20   0.1001  -0.7104
  0.30   2.8461  -0.8019
```
